# Intervalley couplings of phosphorus in silicon from three binding energies

## Problem

The conduction band of silicon has six equivalent minima, or valleys, on the cubic axes of reciprocal space. An electron bound to a substitutional phosphorus donor can be built from any of them, so a description that treats the valleys separately gives six degenerate 1s states, spin not counted. The potential near the donor nucleus varies rapidly enough to scatter the electron from one valley to another, and this splits the six states into three levels. Their binding energies, measured downwards from the conduction-band edge, are taken as

\[
B_{A_1}=45.59\ \text{meV},\qquad B_{T_2}=33.89\ \text{meV},\qquad B_E=32.58\ \text{meV}.
\]

The labels are those of the tetrahedral group \(T_d\), the symmetry group of the donor site. The levels contain one, three and two states respectively.

Two valleys can lie opposite each other, such as \(+z\) and \(-z\), or on perpendicular axes, such as \(+z\) and \(+x\). Let \(\Delta_g\) be the coupling between opposite valleys and \(\Delta_f\) that between perpendicular valleys, both counted positive when they deepen the state in which all six valleys have the same amplitude.

(a) Estimate the size of the couplings without distinguishing the two kinds.

(b) Find \(\Delta_g\) and \(\Delta_f\) separately, within the model of six orthonormal valley states and without spin-orbit coupling.

(c) Compare the two answers, and say what the three energies do and do not determine.

## First estimate by scaling

Suppose that the scattering potential is so short-ranged that it acts only at the donor site,

\[
U(\mathbf r)=-W\,\delta(\mathbf r),\qquad W>0 .
\]

Let \(\Psi_a(\mathbf r)\) be the donor function built from valley \(a\). The symmetry operations of the site leave the point \(\mathbf r=0\) fixed and carry the valleys into one another. If the six functions are generated from one of them by these operations, they all have the same value \(\Psi(0)\) at the donor. Every matrix element of \(U\) is then the same:

\[
\langle a|U|b\rangle=-W\,\Psi_a^*(0)\Psi_b(0)=-w,\qquad w=W|\Psi(0)|^2 .
\]

This includes the diagonal elements \(a=b\). The coupling \(w\) scales with the density of a single-valley state at the donor, and hence, for an envelope of given shape, inversely with the volume over which that state spreads.

Now apply this matrix to a state with valley amplitudes \(c_b\). The result in every valley is \(-w\sum_b c_b\). If all amplitudes are equal, the sum is six times one amplitude, and the energy falls by \(6w\). If the amplitudes add up to zero, nothing happens; such a state has \(\sum_b c_b\Psi_b(0)=0\) and vanishes where the potential acts. There are five independent states of this second kind.

The gap between the deepest state and the other five is therefore the number of valleys times the coupling. The observed gap is about 12 meV, so

\[
w\sim\frac{12\ \text{meV}}{6}=2\ \text{meV}.
\]

The estimate also predicts that the five upper states are degenerate. They are in fact split by \(33.89-32.58=1.31\) meV. This is small compared with 12 meV, so the estimate gives the right pattern of one deep state and five close ones, but it is not small compared with 2 meV. The two couplings may therefore differ appreciably, and separating them requires the full matrix.

## Exact solution of the six-valley model

### The form of the Hamiltonian

Let \(|{\pm x}\rangle,|{\pm y}\rangle,|{\pm z}\rangle\) be the six orthonormal valley states. Their relative phases must be fixed before the sign of a coupling has a meaning. The operations of \(T_d\) can be written as permutations of the coordinates combined with an even number of sign changes; these are the 24 signed permutations that leave the product \(xyz\) unchanged. Four of them keep the direction \(+z\):

\[
(x,y,z)\to(x,y,z),\quad(-x,-y,z),\quad(y,x,z),\quad(-y,-x,z).
\]

The Bloch function at the silicon band minimum has the symmetry called \(\Delta_1\), and the 1s envelope has no angular node. As a result \(|{+z}\rangle\) is unchanged by these four operations. Each of the other five states is defined as the image of \(|{+z}\rangle\) under an operation that carries \(+z\) into the required direction. Two such operations differ by one of the four listed above, so the choice between them does not matter. With this convention the group simply permutes the six states.

The Hamiltonian \(H\) is unchanged by the group. If an operation carries valley \(a\) into \(a'\) and \(b\) into \(b'\), then \(H_{a'b'}=H_{ab}\). Three consequences follow.

1. All diagonal elements are equal, because \(+z\) can be carried into any valley.
2. All elements between opposite valleys are equal, because an operation that carries \(+z\) into \(a\) carries \(-z\) into \(-a\).
3. All elements between perpendicular valleys are equal. The four operations above carry \(+x\) into \(+x,-x,+y,-y\) while keeping \(+z\), so \(+z\) has the same element with all four of its perpendicular neighbours. Carrying \(+z\) into another valley extends this to every perpendicular pair.

The elements are also real. The rotation \((x,y,z)\to(x,-y,-z)\) exchanges \(+z\) and \(-z\), and the reflection \((x,y,z)\to(z,y,x)\) exchanges \(+z\) and \(+x\). For either pair \(H_{ab}=H_{ba}\), while hermiticity requires \(H_{ba}=H_{ab}^*\). Hence \(H_{ab}=H_{ab}^*\).

With energies measured from the band edge, a bound level has energy \(E=-B\). The three independent elements are written as

\[
H_{aa}=-B_0,\qquad H_{a,-a}=-\Delta_g,\qquad H_{ab}=-\Delta_f\quad(a\perp b).
\]

For a state with amplitudes \(c_a\), the equation \(Hc=-Bc\) becomes, after multiplication by \(-1\),

\[
B_0c_a+\Delta_g c_{-a}+\Delta_f\sum_{b\perp a}c_b=B\,c_a. \tag{1}
\]

### The three levels

Amplitudes are listed in the order \(+x,-x,+y,-y,+z,-z\).

**Symmetric state.** Take \(c=(1,1,1,1,1,1)/\sqrt6\). Each valley has one opposite and four perpendicular neighbours, all with the same amplitude. Equation (1) gives

\[
B_{A_1}=B_0+\Delta_g+4\Delta_f. \tag{2}
\]

The state is unchanged by every operation of the group, which is the meaning of the label \(A_1\).

**Odd states.** Take \(c=(0,0,0,0,1,-1)/\sqrt2\). For \(a=+z\) the opposite amplitude is \(-c_a\), and the perpendicular amplitudes are zero. For \(a=+x\) the perpendicular sum contains \(c_{+z}+c_{-z}=0\), so no amplitude is generated there; the same holds for \(-x\) and \(\pm y\). Hence

\[
B_{T_2}=B_0-\Delta_g. \tag{3}
\]

The corresponding states on the \(x\) and \(y\) axes have the same energy. The three transform among themselves like the coordinates \(x,y,z\), which belong to \(T_2\) in the group \(T_d\).

**Even states with zero total amplitude.** Let both valleys of an axis have the same amplitude, \(u_x\), \(u_y\) or \(u_z\), with \(u_x+u_y+u_z=0\). For a valley on the \(z\) axis the perpendicular sum is

\[
2u_x+2u_y=-2u_z,
\]

and the other axes behave in the same way. Equation (1) then gives

\[
B_E=B_0+\Delta_g-2\Delta_f. \tag{4}
\]

Three numbers with one condition leave two independent states, for example \((1,1,-1,-1,0,0)/2\) and \((-1,-1,-1,-1,2,2)/\sqrt{12}\). They transform like \(x^2-y^2\) and \(2z^2-x^2-y^2\), the pair labelled \(E\). Together the three sets contain \(1+3+2=6\) states, so no level is missing.

### Solving for the couplings

Subtracting (4) from (2) removes both \(B_0\) and \(\Delta_g\):

\[
B_{A_1}-B_E=4\Delta_f+2\Delta_f=6\Delta_f
\quad\Rightarrow\quad
\Delta_f=\frac{B_{A_1}-B_E}{6}. \tag{5}
\]

Next add all six binding energies, counting each level as often as it occurs:

\[
B_{A_1}+3B_{T_2}+2B_E
=6B_0+(1-3+2)\Delta_g+(4-4)\Delta_f=6B_0 .
\]

The couplings drop out because they have no diagonal part and do not contribute to the trace. Therefore

\[
B_0=\frac{B_{A_1}+3B_{T_2}+2B_E}{6}, \tag{6}
\]

and (3) gives

\[
\Delta_g=B_0-B_{T_2}=\frac{B_{A_1}+2B_E-3B_{T_2}}{6}. \tag{7}
\]

For phosphorus the perpendicular-valley coupling is

\[
\Delta_f=\frac{45.59-32.58}{6}\ \text{meV}=\frac{13.01}{6}\ \text{meV}=2.168\ \text{meV}.
\]

The centre of gravity is

\[
B_0=\frac{45.59+3(33.89)+2(32.58)}{6}\ \text{meV}
=\frac{212.42}{6}\ \text{meV}=35.403\ \text{meV},
\]

and the opposite-valley coupling is

\[
\Delta_g=(35.403-33.89)\ \text{meV}=1.513\ \text{meV}.
\]

The answer to (b) is thus \(\Delta_f=2.168\) meV and \(\Delta_g=1.513\) meV. In the Hamiltonian the corresponding matrix elements are \(-2.168\) and \(-1.513\) meV.

Putting the values back into (2) to (4) checks the signs and factors:

\[
\begin{aligned}
B_{A_1}&=35.403+1.513+4(2.168)=45.59\ \text{meV},\\
B_{T_2}&=35.403-1.513=33.89\ \text{meV},\\
B_E&=35.403+1.513-2(2.168)=32.58\ \text{meV}.
\end{aligned}
\]

This confirms the algebra, not the model. Three parameters have been fitted to three energies, and (5) to (7) have a solution for any three values. A test of the model would need a further measured quantity.

### Reading the result

The symmetric state lies 10.187 meV deeper than the centre of gravity. Of this, \(4\Delta_f=8.673\) meV comes from perpendicular valleys and \(\Delta_g=1.513\) meV from the opposite valley. The perpendicular share is large mainly because there are four such neighbours; the ratio of the couplings themselves is only \(\Delta_f/\Delta_g=1.43\).

The order of the two upper levels shows directly which coupling is larger. Subtracting (4) from (3),

\[
B_{T_2}-B_E=2(\Delta_f-\Delta_g). \tag{8}
\]

The \(T_2\) level is the deeper of the two if \(\Delta_f>\Delta_g\). Here the difference of the couplings is \(1.31/2=0.655\) meV.

Two limits show what each coupling does.

- If \(\Delta_f=0\), the three axes are independent. Each has an even state at \(B_0+\Delta_g\) and an odd state at \(B_0-\Delta_g\), so \(A_1\) and \(E\) coincide.
- If \(\Delta_g=0\), the odd states stay at \(B_0\), with \(A_1\) at \(B_0+4\Delta_f\) and \(E\) at \(B_0-2\Delta_f\).

Phosphorus is near neither limit. It is closer to the case \(\Delta_f=\Delta_g\), in which \(T_2\) and \(E\) coincide.

## Comparison of the estimate with the solution

The estimate can be sharpened by choosing the common coupling \(\Delta\) that suits the data best. With \(\Delta_g=\Delta_f=\Delta\), equations (2) to (4) give one state at \(B_0+5\Delta\) and five at \(B_0-\Delta\). A least-squares fit to the six states places the single level at \(B_{A_1}\) and the fivefold level at the mean of the upper five,

\[
\bar B=\frac{3(33.89)+2(32.58)}{5}\ \text{meV}=33.366\ \text{meV}.
\]

The gap is \(6\Delta\), so

\[
\Delta=\frac{45.59-33.366}{6}\ \text{meV}=2.037\ \text{meV},
\]

in agreement with the first estimate of 2 meV. Its relation to the separate couplings follows from (3) and (4):

\[
\bar B=\frac{3(B_0-\Delta_g)+2(B_0+\Delta_g-2\Delta_f)}{5}
=B_0-\frac{\Delta_g+4\Delta_f}{5}.
\]

The fit leaves \(B_0\) unchanged, since it preserves the sum of the six energies. Comparison with \(\bar B=B_0-\Delta\) gives

\[
\Delta=\frac{\Delta_g+4\Delta_f}{5}. \tag{9}
\]

The common coupling is the average over the five neighbours of a valley. Four of them are perpendicular, so the average lies near \(\Delta_f\): it is 6% below \(\Delta_f\), but 35% above \(\Delta_g\), each relative to the separate coupling. The scaling estimate is thus good for one coupling and rough for the other.

In the levels, the common coupling reproduces \(A_1\) but places \(T_2\) too shallow by \(33.89-33.366=0.524\) meV and \(E\) too deep by \(33.366-32.58=0.786\) meV. The assumption that fails is that of a potential acting at a single point. A potential of finite range can distinguish the two kinds of valley pair, and \(\Delta_f\ne\Delta_g\) is then allowed. The three energies do not show which feature of the potential or of the Bloch functions makes \(\Delta_f\) the larger.

## What the energies determine

### Errors in the input

The coefficients of the binding energies in (5) and in (7) add up to zero: \(1-1=0\) and \(1+2-3=0\). An error common to all three energies, such as a misplaced band edge, therefore leaves both couplings unchanged. In (6) the coefficients add up to one after division by six, so \(B_0\) takes up the whole error.

Independent errors act differently. If each energy may be off by up to \(0.005\) meV through rounding, the largest possible changes follow from the absolute values of the coefficients:

\[
|\delta\Delta_f|\le\frac{1+1}{6}(0.005)\ \text{meV}=0.0017\ \text{meV},\qquad
|\delta\Delta_g|\le\frac{1+2+3}{6}(0.005)\ \text{meV}=0.005\ \text{meV}.
\]

The bound for \(B_0\) is also 0.005 meV. Rounding cannot reverse the order \(\Delta_f>\Delta_g\). These bounds concern rounding alone, not the uncertainty of a measurement or of the model.

### The labels are part of the data

Suppose that the two upper energies were known but their labels were exchanged. Equations (5) to (7) would then give

\[
\Delta_f=\frac{45.59-33.89}{6}\ \text{meV}=1.950\ \text{meV},\qquad
B_0=\frac{45.59+3(32.58)+2(33.89)}{6}\ \text{meV}=35.185\ \text{meV},
\]

\[
\Delta_g=(35.185-32.58)\ \text{meV}=2.605\ \text{meV}.
\]

The three energies would again be reproduced, but with the wrong degeneracies, and the opposite-valley coupling would appear to be the larger. A splitting of only 1.31 meV thus changes \(\Delta_g\) by 1.09 meV when it is assigned the wrong way round. The symmetry or degeneracy of each level must be established independently of its energy.

### The meaning of \(B_0\)

The diagonal element \(B_0\) is not the binding energy of a single valley in the slowly varying Coulomb potential alone. The short-range potential also has a diagonal element; in the contact estimate it is as large as the coupling, \(w\). The three levels give only the sum of the two contributions. An outside number separates them: single-valley effective-mass theory, with masses \(0.19\) and \(0.92\) of the free-electron mass and dielectric constant 11.4, gives a binding energy of about 31.2 meV. The diagonal short-range part is then about 4 meV, twice the common coupling. The contact estimate would leave the five upper states at 31.2 meV, whereas their mean lies at 33.4 meV, so it fails in the position of these states as well as in their splitting.

### Overlapping valley functions

The solution assumed orthonormal states. Donor functions built from different valleys may overlap slightly, and the eigenvalue equation is then \(Hc=ESc\), where \(S\) is the overlap matrix. Setting \(d=S^{1/2}c\) and multiplying from the left by \(S^{-1/2}\) gives

\[
Ld=Ed,\qquad L=S^{-1/2}HS^{-1/2}.
\]

Since \(S\) has the same symmetry as \(H\), so has \(L\), and the derivation applies to \(L\) without change. The extracted couplings are those between the orthogonalized valley states.

To see how much this matters, write \(S=1+\sigma\), where \(\sigma\) has only off-diagonal elements, and keep terms of first order in \(\sigma\) and in the couplings. With \(S^{-1/2}\approx1-\sigma/2\) and diagonal elements \(H_{aa}\approx-B_0\),

\[
L_{ab}\approx H_{ab}-\tfrac12(\sigma H+H\sigma)_{ab}\approx H_{ab}+B_0\,\sigma_{ab}\qquad(a\ne b).
\]

An overlap of 0.01, chosen for illustration, shifts the matrix element by \(0.01\times35\ \text{meV}=0.35\) meV in this approximation. The neglected products of overlap and coupling are summed over several neighbours and are not negligible: for a common overlap of 0.01 between all pairs, \(S\) has eigenvalues \(1.05\) for \(A_1\) and \(0.99\) for the other states, and dividing the binding energies by them lowers both couplings by about 0.42 meV. An overlap of this size would be a noticeable part of either coupling, but it is much larger than smooth envelopes give in silicon. For an exponential envelope of radius \(a\) and valleys separated by a wavevector \(q\), the overlap is of order \(16/(4+q^2a^2)^2\). With \(q\approx1.4\ \text{Å}^{-1}\) for perpendicular valleys and \(a\) between 14 and 24 Å this is about \(10^{-4}\) or less, and the shift is a few thousandths of a meV at most. The correction matters only for a basis whose valley functions overlap at the level of a percent. The overlaps themselves cannot be found from the three levels, which are already used up by the three elements of \(L\).

### Where the model stops

The form of the matrix was derived from the \(T_d\) symmetry of the site, and a perturbation that lowers this symmetry can change it. Uniaxial strain along a cubic axis makes the valleys inequivalent, and a single diagonal element no longer suffices. Mixing with higher donor states preserves the symmetry but shifts the levels, and the fit absorbs these shifts into its three parameters. The values found here are accordingly effective couplings of the 1s states, not bare matrix elements of the phosphorus potential. The numerical output below includes a direct root search on the six-by-six matrix, which returns the same \(B_0\), \(\Delta_g\) and \(\Delta_f\).

## Computed values

```
Given binding energy A1: 45.59 meV
Given binding energy T2: 33.89 meV
Given binding energy E: 32.58 meV
A1 - E separation: 13.01 meV
T2 - E separation: 1.31 meV
Centre of gravity B0: 35.4033 meV
Opposite-valley coupling Dg: 1.5133 meV
Perpendicular-valley coupling Df: 2.1683 meV
Ratio Df/Dg: 1.433
Root search B0: 35.4033 meV
Root search Dg: 1.5133 meV
Root search Df: 2.1683 meV
Rebuilt A1 level: 45.59 meV
Rebuilt T2 level: 33.89 meV
Rebuilt E level: 32.58 meV
Perpendicular part of A1 binding, 4 Df: 8.6733 meV
Total valley-orbit gain of A1, Dg + 4 Df: 10.1867 meV
Assumed input rounding: 0.005 meV
Largest rounding change of B0: 0.0050 meV
Largest rounding change of Dg: 0.0050 meV
Largest rounding change of Df: 0.0017 meV
Common shift tried: 0.10 meV
Change of B0 under common shift: 0.1000 meV
Change of Dg under common shift: 0.0000 meV
Change of Df under common shift: 0.0000 meV
Single common coupling: 2.0373 meV
Fivefold upper level with common coupling: 33.366 meV
Exchanged labels, B0: 35.1850 meV
Exchanged labels, Dg: 2.6050 meV
Exchanged labels, Df: 1.9500 meV
```
